# Singlet–Triplet Neutron Scattering from a Spin-1/2 Heisenberg Dimer: a program that tests the result

```python
"""Neutron intensity of a spin-1/2 Heisenberg dimer, H = J S1.S2 with J > 0.

Result under test: the energy-loss line at energy J has the intensity
    p_s (1 - cos(Q.R)),   p_s = 1 / (1 + 3 exp(-J/kT)),
and the powder average p_s (1 - sin(QR)/(QR)).
Q: wavevector transfer (1/angstrom); R: vector between the spins (angstrom);
J, kT: energies (eV); p_s: singlet population; p_t: population of ONE
triplet state. Intensities are dimensionless, per dimer, and include the
polarization factor but no form factor, Debye-Waller factor or k'/k.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar
from scipy.special import spherical_jn

J = 0.010
R = 3.0
COLD = J / 60.0   # thermal energy at which only the singlet is populated

# Spin operators in the product space of the two spins
half_pauli = [np.array([[0, 1], [1, 0]], complex) / 2,
              np.array([[0, -1j], [1j, 0]], complex) / 2,
              np.array([[1, 0], [0, -1]], complex) / 2]
S1 = np.array([np.kron(s, np.eye(2)) for s in half_pauli])
S2 = np.array([np.kron(np.eye(2), s) for s in half_pauli])
S1_dot_S2 = sum(a @ b for a, b in zip(S1, S2))
H_iso = J * S1_dot_S2


def line_intensity(H, R_vec, Q_vec, kT, energy):
    """Sum the defining expression over all transitions at one energy."""
    levels, states = np.linalg.eigh(H)
    boltzmann = np.exp(-(levels - levels[0]) / kT)
    population = boltzmann / boltzmann.sum()
    r1 = np.array([0.3, -0.2, 0.5])
    r2 = r1 + R_vec
    S_Q = np.exp(1j * Q_vec @ r1) * S1 + np.exp(1j * Q_vec @ r2) * S2
    A = states.conj().T @ S_Q @ states          # A[a, final, initial]
    polar = np.eye(3) - np.outer(Q_vec, Q_vec) / (Q_vec @ Q_vec)
    projected = np.tensordot(polar, A, axes=(1, 0))
    weight = (A.conj() * projected).sum(axis=0).real * population[None, :]
    transfer = levels[:, None] - levels[None, :]
    return weight[np.abs(transfer - energy) < 1e-6].sum()


def sphere_average(H, R_vec, Q, kT, energy):
    """Average the intensity over all directions of Q."""
    mu, w_mu = np.polynomial.legendre.leggauss(24)
    phis = 2 * np.pi * np.arange(32) / 32
    total = 0.0
    for m, w in zip(mu, w_mu):
        s = np.sqrt(1 - m * m)
        for phi in phis:
            Q_vec = Q * np.array([s * np.cos(phi), s * np.sin(phi), m])
            total += w * line_intensity(H, R_vec, Q_vec, kT, energy)
    return total / (2 * 32)


def singlet_population(kT):
    return 1 / (1 + 3 * np.exp(-J / kT))


def powder(x):
    return 1 - np.sin(x) / x


# Spectrum and singlet properties
levels, states = np.linalg.eigh(H_iso)
assert np.allclose(levels, [-0.75 * J, 0.25 * J, 0.25 * J, 0.25 * J], atol=1e-14)
singlet = states[:, 0]
triplet_projector = states[:, 1:] @ states[:, 1:].conj().T
for a in range(3):
    assert np.allclose((S1[a] + S2[a]) @ singlet, 0, atol=1e-12)
tensor = np.array([[singlet.conj() @ S1[a] @ triplet_projector @ S1[b] @ singlet
                    for b in range(3)] for a in range(3)])
assert np.allclose(tensor, np.eye(3) / 4, atol=1e-12)

# All three lines and the sum rule at general wavevectors and temperatures
R_vec = R * np.array([1.0, 2.0, 2.0]) / 3
rng = np.random.default_rng(4)
for kT in (0.002, 0.007, 0.030):
    rho = expm(-H_iso / kT)
    correlation = (np.trace(rho @ S1_dot_S2) / np.trace(rho)).real
    p_s = singlet_population(kT)
    p_t = p_s * np.exp(-J / kT)
    for Q_vec in rng.normal(size=(8, 3)):
        c = np.cos(Q_vec @ R_vec)
        loss, zero, gain = (line_intensity(H_iso, R_vec, Q_vec, kT, e)
                            for e in (J, 0.0, -J))
        assert abs(loss - p_s * (1 - c)) < 1e-11
        assert abs(gain - p_t * (1 - c)) < 1e-11
        assert abs(zero - 2 * p_t * (1 + c)) < 1e-11
        assert abs(loss + zero + gain - 1 - 4 / 3 * correlation * c) < 1e-11

# Powder average from the defining sum, cold and warm
powder_Q = (0.2, 0.5, 1.0, 1.5, 2.0, 3.0)
powder_values = []
for Q in powder_Q:
    value = sphere_average(H_iso, R_vec, Q, COLD, J)
    assert abs(value - powder(Q * R)) < 1e-9
    powder_values.append(value)
warm = sphere_average(H_iso, R_vec, 1.0, 0.010, J)
assert abs(warm - singlet_population(0.010) * powder(R)) < 1e-9
x_small = powder_Q[0] * R
small_Q_law = x_small**2 / 6
assert 0 < 1 - powder_values[0] / small_Q_law < x_small**2 / 20

# Maximum of the powder curve: root condition against direct maximization
x_peak = brentq(lambda x: np.sin(x) - x * np.cos(x), 4.0, 4.7, xtol=1e-13)
direct = minimize_scalar(
    lambda x: -quad(lambda m: 1 - np.cos(x * m), 0, 1, epsabs=1e-12)[0],
    bounds=(3.0, 6.0), method="bounded", options={"xatol": 1e-8})
assert abs(direct.x - x_peak) < 1e-5
assert np.max(powder(np.linspace(0.01, 100, 100001))) <= powder(x_peak) + 1e-12
assert abs(powder(1000.0) - 1) < 2e-3

# Half of the cold intensity, found from the defining sum
Q_test = np.array([0.4, 0.7, -0.2])
cold_loss = line_intensity(H_iso, R_vec, Q_test, COLD, J)
kT_half = brentq(lambda t: line_intensity(H_iso, R_vec, Q_test, t, J)
                 - cold_loss / 2, 0.002, 0.05, xtol=1e-14)
assert abs(kT_half - J / np.log(3)) < 1e-10
hot_ratio = line_intensity(H_iso, R_vec, Q_test, 1e4 * J, J) / cold_loss
assert abs(hot_ratio - 0.25) < 1e-4

# Triplet split by an exchange anisotropy D S1z S2z, axis along R
D = 0.002
H_split = H_iso + D * S1[2] @ S2[2]
axis_R = np.array([0.0, 0.0, R])
Q_split = 1.0
x = Q_split * R
line_m0 = sphere_average(H_split, axis_R, Q_split, COLD, J)
line_m1 = sphere_average(H_split, axis_R, Q_split, COLD, J + D / 2)
j0, j1 = spherical_jn(0, x), spherical_jn(1, x)
assert abs(line_m0 - (1 / 3 - j1 / x)) < 1e-9
assert abs(line_m1 - (2 / 3 - j0 + j1 / x)) < 1e-9
assert abs(line_m0 + line_m1 - powder(x)) < 1e-9
assert abs(line_m0 / (line_m0 + line_m1) - 1 / 3) > 0.05

# Worked example
print(f"exchange J = {J:.3f} eV")
print(f"spin separation R = {R:.1f} angstrom")
print(f"singlet energy = {levels[0]:.4f} eV")
print(f"triplet energy = {levels[1]:.4f} eV")
print(f"gap = {levels[1] - levels[0]:.4f} eV")
print("single crystal, cold, Q = 1.5 1/angstrom:")
for degrees in (0, 60, 90):
    angle = np.radians(degrees)
    Q_vec = 1.5 * np.array([np.sin(angle), 0.0, np.cos(angle)])
    value = line_intensity(H_iso, axis_R, Q_vec, COLD, J)
    print(f"  angle {degrees} deg: Q.R = {abs(Q_vec @ axis_R):.4f} rad,"
          f" intensity = {abs(value):.4f}")
print("powder, cold (Q in 1/angstrom, intensity dimensionless):")
for Q, value in zip(powder_Q, powder_values):
    print(f"  Q = {Q:.1f}: QR = {Q * R:.1f}, intensity = {value:.4f}")
print(f"small-Q law (QR)^2/6 at Q = {powder_Q[0]:.1f}: {small_Q_law:.4f}")
print(f"powder maximum: QR = {x_peak:.4f} rad")
print(f"powder maximum: Q = {x_peak / R:.4f} 1/angstrom")
print(f"powder maximum: intensity = {powder(x_peak):.4f}")
print("temperature (kT in eV; populations; loss at powder maximum):")
for kT in (0.002, 0.005, 0.010, 0.020, 0.050):
    loss = sphere_average(H_iso, R_vec, x_peak / R, kT, J)
    gain = sphere_average(H_iso, R_vec, x_peak / R, kT, -J)
    norm = powder(x_peak)
    print(f"  kT = {kT:.3f}: p_s = {loss / norm:.4f},"
          f" p_t = {gain / norm:.4f}, loss = {loss:.4f}")
print(f"half intensity at kT = {kT_half:.5f} eV")
print(f"half intensity at T = {kT_half * constants.e / constants.k:.1f} K")
print(f"hot-limit loss / cold loss = {hot_ratio:.4f}")
print(f"split triplet: D = {D:.3f} eV, Q = {Q_split:.1f} 1/angstrom")
print(f"  m = 0 line at {J:.4f} eV: intensity = {line_m0:.4f}")
print(f"  m = +-1 line at {J + D / 2:.4f} eV: intensity = {line_m1:.4f}")
print(f"  sum = {line_m0 + line_m1:.4f}")
print(f"  m = 0 share of the sum = {line_m0 / (line_m0 + line_m1):.4f}")
print("tests ok")
```

Printed output:

```
exchange J = 0.010 eV
spin separation R = 3.0 angstrom
singlet energy = -0.0075 eV
triplet energy = 0.0025 eV
gap = 0.0100 eV
single crystal, cold, Q = 1.5 1/angstrom:
  angle 0 deg: Q.R = 4.5000 rad, intensity = 1.2108
  angle 60 deg: Q.R = 2.2500 rad, intensity = 1.6282
  angle 90 deg: Q.R = 0.0000 rad, intensity = 0.0000
powder, cold (Q in 1/angstrom, intensity dimensionless):
  Q = 0.2: QR = 0.6, intensity = 0.0589
  Q = 0.5: QR = 1.5, intensity = 0.3350
  Q = 1.0: QR = 3.0, intensity = 0.9530
  Q = 1.5: QR = 4.5, intensity = 1.2172
  Q = 2.0: QR = 6.0, intensity = 1.0466
  Q = 3.0: QR = 9.0, intensity = 0.9542
small-Q law (QR)^2/6 at Q = 0.2: 0.0600
powder maximum: QR = 4.4934 rad
powder maximum: Q = 1.4978 1/angstrom
powder maximum: intensity = 1.2172
temperature (kT in eV; populations; loss at powder maximum):
  kT = 0.002: p_s = 0.9802, p_t = 0.0066, loss = 1.1931
  kT = 0.005: p_s = 0.7112, p_t = 0.0963, loss = 0.8657
  kT = 0.010: p_s = 0.4754, p_t = 0.1749, loss = 0.5786
  kT = 0.020: p_s = 0.3547, p_t = 0.2151, loss = 0.4317
  kT = 0.050: p_s = 0.2893, p_t = 0.2369, loss = 0.3522
half intensity at kT = 0.00910 eV
half intensity at T = 105.6 K
hot-limit loss / cold loss = 0.2500
split triplet: D = 0.002 eV, Q = 1.0 1/angstrom
  m = 0 line at 0.0100 eV: intensity = 0.2181
  m = +-1 line at 0.0110 eV: intensity = 0.7349
  sum = 0.9530
  m = 0 share of the sum = 0.2289
tests ok
```
